**Clipped Hopfield weights and the factor √(2/π)**

Replacing the Hebbian sums T by sgn(T) multiplies the first-update signal-to-noise ratio by √(2/π) ≈ 0.798 in the limit of many random patterns. Here N is the number of neurons, p the number of patterns, a the mean overlap of the cue with its pattern, and m the mean alignment of a clipped weight with one stored pattern. The program asserts the signal-to-noise formulas by complete enumeration of small networks, and the formula for m, its bounds and the approach to the limit by direct binomial sums. It also compares signal-to-noise ratios and error probabilities with 1000 simulated networks of 128 neurons and 13 patterns, and tests the resistor-network solver on small circuits. For that size and a clean cue the formulas give 3.253 for Hebbian and 2.609 for clipped weights, a factor of 0.802; the simulation gives 3.249 and 2.605. In the crossbar example, cell spread, stuck cells and wire resistance each lower the clipped ratio by less than 1%.

## Program and output

```python
# RESULT UNDER TEST
# Clipping Hebbian Hopfield weights T to sgn(T) multiplies the one-step recall
# signal-to-noise ratio (SNR) by sqrt(2/pi) when the pattern number p is large.
# N: neurons; p: random +/-1 patterns; a: mean overlap of cue with its pattern;
# T_ij = sum over patterns of xi_i xi_j, with no self-coupling;
# aligned field = (wanted sign) * (sum of weight * cue);
# SNR = mean / standard deviation of the aligned field;
# m = mean of sgn(T_ij) * xi_i * xi_j for one stored pattern.
import math
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import splu
from scipy.stats import binom, norm

LIMIT = math.sqrt(2 / math.pi)


def overlap_formula(p):
    n = p // 2
    return math.comb(2 * n, n) / 4**n


def overlap_from_definition(p):
    k = np.arange(p)
    total = 1 + 2 * k - (p - 1)
    return float(np.sum(binom.pmf(k, p - 1, 0.5) * np.sign(total)))


def hebb_snr(N, p, a=1.0):
    return a * math.sqrt((N - 1) / (p - a * a))


def clipped_snr(N, p, a=1.0):
    m = overlap_formula(p)
    zero_probability = m if p % 2 == 0 else 0.0
    return a * m * math.sqrt((N - 1) / (1 - zero_probability - (a * m)**2))


def imperfect_snr(N, p, stuck, spread_sq):
    # Odd p, clean cue. Each cell is stuck with probability "stuck", on or off
    # equally often; spread_sq is the pair variance over (G_on - G_off)^2.
    mean = overlap_formula(p) * (1 - stuck)
    second = 1 - stuck + stuck**2 / 2 + spread_sq
    return mean * math.sqrt((N - 1) / (second - mean**2))


# Complete enumeration: one receiving neuron, two senders, all patterns and cues
def enumerated_snrs(p, a):
    bits = 3 * p + 2
    signs = 2 * ((np.arange(2**bits)[:, None] >> np.arange(bits)) & 1) - 1
    xi = signs[:, :3 * p].reshape(-1, 3, p)
    flips = signs[:, 3 * p:]
    weight = np.prod((1 + a * flips) / 2, axis=1) / 2**(3 * p)
    T = np.einsum("sp,sjp->sj", xi[:, 0], xi[:, 1:])
    cue = flips * xi[:, 1:, 0]
    result = []
    for J in (T, np.sign(T)):
        field = xi[:, 0, 0] * np.sum(J * cue, axis=1)
        mean = np.sum(weight * field)
        variance = np.sum(weight * field**2) - mean**2
        result.append(mean / math.sqrt(variance))
    return result


for p_small in (3, 4, 5):
    for a_small in (1.0, 0.6):
        hebb_enum, clip_enum = enumerated_snrs(p_small, a_small)
        assert abs(hebb_enum - hebb_snr(3, p_small, a_small)) < 1e-10
        assert abs(clip_enum - clipped_snr(3, p_small, a_small)) < 1e-10

# Binomial sums from the definition, symmetry identity and Wallis bounds
for p_test in (3, 4, 13, 14, 101, 1001):
    m_direct = overlap_from_definition(p_test)
    k_all = np.arange(p_test + 1)
    mean_abs = np.sum(binom.pmf(k_all, p_test, 0.5) * abs(2 * k_all - p_test))
    assert abs(m_direct - overlap_formula(p_test)) < 1e-10
    assert abs(m_direct - mean_abs / p_test) < 1e-10
    if p_test % 2:
        assert 2 / (math.pi * p_test) < m_direct**2
        assert m_direct**2 < 2 / (math.pi * (p_test - 1))


def ratio_from_definition(p, a=1.0):
    m = overlap_from_definition(p)
    return m * math.sqrt((p - a * a) / (1 - (a * m)**2))


def correction_coefficient(a):
    return 0.25 - a * a * (0.5 - 1 / math.pi)


for a_test in (1.0, 0.8, 0.4):
    measured = (ratio_from_definition(2001, a_test) / LIMIT - 1) * 2000
    assert abs(measured - correction_coefficient(a_test)) < 2e-3
assert abs(ratio_from_definition(10001) - LIMIT) < 1e-4
even_ratio = clipped_snr(128, 10000) / hebb_snr(128, 10000)
assert abs(even_ratio - LIMIT) < 5e-3  # zero weights: slower, order p^(-1/2)

# Pattern numbers at equal SNR = 3 in a large network
N_large, target_snr = 90001, 3.0


def direct_clipped_snr(p):
    m = overlap_from_definition(p)
    return m * math.sqrt((N_large - 1) / (1 - m * m))


p_hebb = 1 + (N_large - 1) / target_snr**2
p_clip = max(p for p in range(6001, 6801, 2)
             if direct_clipped_snr(p) >= target_snr)
storage_ratio = p_clip / p_hebb
assert abs(storage_ratio - 2 / math.pi) < 1e-3

# Simulation of whole networks, including deliberately strong cell faults
N, p, trials = 128, 13, 1000
stress_stuck, stress_spread_sq = 0.2, 0.5
rng = np.random.default_rng(271828)
sums = np.zeros((3, 2))
error_rates = np.zeros((trials, 2))
for trial in range(trials):
    xi = 2.0 * rng.integers(0, 2, (p, N)) - 1
    T = xi.T @ xi
    np.fill_diagonal(T, 0)
    J = np.sign(T)
    cells = []
    for wanted in (J > 0, J < 0):
        is_stuck = rng.random((N, N)) < stress_stuck
        cells.append(np.where(is_stuck, rng.random((N, N)) < 0.5, wanted))
    faulty = cells[0].astype(float) - cells[1].astype(float)
    faulty += math.sqrt(stress_spread_sq) * rng.standard_normal((N, N))
    np.fill_diagonal(faulty, 0)
    for rule, weights in enumerate((T, J, faulty)):
        field = xi * (xi @ weights.T)
        sums[rule] += field.mean(), (field**2).mean()
        if rule < 2:
            error_rates[trial, rule] = np.mean(field < 0)
means = sums / trials
sim_snr = means[:, 0] / np.sqrt(means[:, 1] - means[:, 0]**2)
snr_h, snr_c = hebb_snr(N, p), clipped_snr(N, p)
# 1.5 percent covers several standard errors from shared pattern overlaps
assert abs(sim_snr[0] / snr_h - 1) < 0.015
assert abs(sim_snr[1] / snr_c - 1) < 0.015
stress_snr = imperfect_snr(N, p, stress_stuck, stress_spread_sq)
assert abs(sim_snr[2] / stress_snr - 1) < 0.015

# Exact one-step error probabilities for a clean cue, against the simulation
m = overlap_formula(p)
noise_terms = (N - 1) * (p - 1)
error_h = binom.cdf((noise_terms - (N - 1)) // 2, noise_terms, 0.5)
error_c = binom.cdf((N - 2) // 2, N - 1, (1 + m) / 2)
sim_error = error_rates.mean(axis=0)
standard_error = error_rates.std(axis=0, ddof=1) / math.sqrt(trials)
assert abs(sim_error[0] - error_h) < 5 * standard_error[0]
assert abs(sim_error[1] - error_c) < 5 * standard_error[1]
# The finite-size binomial skewness matters more for the clipped rule
assert abs(norm.sf(snr_h) / error_h - 1) < 0.05
assert abs(norm.sf(snr_c) / error_c - 1) < 0.20


# Full resistor network: input lines driven at first column, output lines
# held at zero volts beyond the last row; r is one wire segment's resistance.
def sense_currents(G, volts, r):
    rows, cols = G.shape

    def chain(length, fixed_at_first):
        diagonal = np.full(length, 2.0)
        diagonal[length - 1 if fixed_at_first else 0] -= 1
        dense = np.diag(diagonal) - np.eye(length, k=1) - np.eye(length, k=-1)
        return sparse.csc_matrix(dense)

    inputs = sparse.kron(sparse.eye(rows), chain(cols, True)) / r
    outputs = sparse.kron(chain(rows, False), sparse.eye(cols)) / r
    cell = sparse.diags(G.ravel())
    matrix = sparse.bmat([[inputs + cell, -cell],
                          [-cell, outputs + cell]]).tocsc()
    rhs = np.zeros((2 * rows * cols, volts.shape[1]))
    rhs[np.arange(rows) * cols] = volts / r
    solver = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options={"SymmetricMode": True})
    return solver.solve(rhs)[(2 * rows - 1) * cols:] / r


# Two-cell circuits solved by series and parallel resistance, and reciprocity
r_test, R_cell = 2.0, 10.0
branch = R_cell + r_test
parallel = 1 / (1 / branch + 1 / (branch + r_test))
node_voltage = parallel / (r_test + parallel)
near, far = node_voltage / branch, node_voltage / (branch + r_test)
one_row = sense_currents(np.full((1, 2), 1 / R_cell), np.ones((1, 1)), r_test)
one_column = sense_currents(np.full((2, 1), 1 / R_cell), np.eye(2), r_test)
assert np.allclose(one_row[:, 0], [near, far], rtol=1e-10)
assert np.allclose(one_column[0], [far, near], rtol=1e-10)

# Crossbar example: rough values for filamentary oxide resistive memory
G_on, G_off, V_read = 20e-6, 1e-6, 0.1
wire_r, temperature, bandwidth = 1.0, 300.0, 1e7
spread_on, spread_off, stuck_fraction = 0.10, 0.30, 0.01
unit_current = V_read * (G_on - G_off)
signal_current = unit_current * (N - 1) * m
noise_current = unit_current * math.sqrt((N - 1) * (1 - m * m))
spread_sq = ((spread_on * G_on)**2 + (spread_off * G_off)**2)
spread_sq /= (G_on - G_off)**2
snr_spread = imperfect_snr(N, p, 0.0, spread_sq)
snr_stuck = imperfect_snr(N, p, stuck_fraction, 0.0)
G_total = (N - 1) * (G_on + G_off)
thermal = math.sqrt(4 * constants.k * temperature * G_total * bandwidth)
shot = math.sqrt(2 * constants.e * G_total * V_read * bandwidth)
electronic_loss = 1 - 1 / math.sqrt(1 + (thermal**2 + shot**2)
                                   / noise_current**2)


def crossbar_currents(J, cues, r):
    positive = np.where(J > 0, G_on, G_off).T
    negative = np.where(J < 0, G_on, G_off).T
    return (sense_currents(positive, V_read * cues, r)
            - sense_currents(negative, V_read * cues, r))


small_xi = 2.0 * rng.integers(0, 2, (5, 16)) - 1
small_J = np.sign(small_xi.T @ small_xi)
np.fill_diagonal(small_J, 0)
small_ideal = unit_current * small_J @ small_xi.T
small_wired = crossbar_currents(small_J, small_xi.T, 1e-3)
assert np.max(abs(small_wired - small_ideal)) < 1e-4 * np.max(abs(small_ideal))

xi = 2.0 * rng.integers(0, 2, (p, N)) - 1
J = np.sign(xi.T @ xi)
np.fill_diagonal(J, 0)
ideal = unit_current * J @ xi.T
wired = crossbar_currents(J, xi.T, wire_r)
ideal_aligned, wired_aligned = xi.T * ideal, xi.T * wired
sample_ideal_snr = ideal_aligned.mean() / ideal_aligned.std()
sample_wired_snr = wired_aligned.mean() / wired_aligned.std()
gain = np.sum(wired * ideal, axis=1) / np.sum(ideal**2, axis=1)
changed = np.mean(np.sign(wired) != np.sign(ideal))

print(f"Limiting SNR factor sqrt(2/pi): {LIMIT:.6f}")
for p_show in (3, 13, 101, 1001, 10001):
    print(f"SNR factor, clean cue, p={p_show}: "
          f"{ratio_from_definition(p_show):.6f}")
print(f"Coefficient of 1/(p-1), a=1: {correction_coefficient(1):.5f}")
print(f"SNR factor, p=10000, zero weights kept: {even_ratio:.6f}")
print(f"Equal-SNR test: N={N_large}, SNR={target_snr:.1f}")
print(f"Patterns, Hebb / clipped: {p_hebb:.0f} / {p_clip}")
print(f"Storage ratio / limit 2/pi: {storage_ratio:.5f} / {2/math.pi:.5f}")
print(f"Example neurons N / patterns p: {N} / {p}")
print(f"Mean clipped alignment m: {m:.6f}")
print(f"SNR Hebb / clipped, a=1: {snr_h:.4f} / {snr_c:.4f}")
print(f"SNR factor in example, a=1: {snr_c/snr_h:.5f}")
print(f"SNR Hebb / clipped, a=0.8: {hebb_snr(N,p,0.8):.4f} / "
      f"{clipped_snr(N,p,0.8):.4f}")
print(f"SNR factor in example, a=0.8: "
      f"{clipped_snr(N,p,0.8)/hebb_snr(N,p,0.8):.5f}")
print(f"Simulated networks: {trials}")
print(f"Simulated SNR Hebb / clipped: {sim_snr[0]:.4f} / {sim_snr[1]:.4f}")
print(f"Exact error Hebb / clipped: {error_h:.3e} / {error_c:.3e}")
print(f"Gaussian error Hebb / clipped: {norm.sf(snr_h):.3e} / "
      f"{norm.sf(snr_c):.3e}")
print(f"Simulated error Hebb / clipped: {sim_error[0]:.3e} / "
      f"{sim_error[1]:.3e}")
print(f"Cell conductance on / off: {G_on*1e6:.1f} / {G_off*1e6:.1f} uS")
print(f"Read voltage: {V_read:.2f} V")
print(f"Current per unit weight: {unit_current*1e6:.3f} uA")
print(f"Mean signal current: {signal_current*1e6:.2f} uA")
print(f"Pattern-noise current (std): {noise_current*1e6:.2f} uA")
print(f"Relative cell spread on / off: {100*spread_on:.0f} / "
      f"{100*spread_off:.0f} %")
print(f"SNR with cell spread: {snr_spread:.4f}")
print(f"SNR loss from cell spread: {100*(1-snr_spread/snr_c):.3f} %")
print(f"Stuck-cell fraction: {100*stuck_fraction:.1f} %")
print(f"SNR with stuck cells: {snr_stuck:.4f}")
print(f"SNR loss from stuck cells: {100*(1-snr_stuck/snr_c):.3f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Read bandwidth: {bandwidth/1e6:.0f} MHz")
print(f"Thermal-noise current (rms): {thermal*1e9:.2f} nA")
print(f"Full-shot-noise current (rms): {shot*1e9:.2f} nA")
print(f"SNR loss from thermal plus shot noise: {100*electronic_loss:.2e} %")
print(f"Wire resistance per segment: {wire_r:.1f} ohm")
print(f"One-network SNR without wire resistance: {sample_ideal_snr:.4f}")
print(f"Same network SNR with wire resistance: {sample_wired_snr:.4f}")
print(f"SNR change from wires: "
      f"{100*(sample_wired_snr/sample_ideal_snr-1):.3f} %")
print(f"Output gain with wires, min / max: {gain.min():.4f} / "
      f"{gain.max():.4f}")
print(f"Output signs changed by wires: {100*changed:.3f} %")
print("checks complete")
```

It prints:

```
Limiting SNR factor sqrt(2/pi): 0.797885
SNR factor, clean cue, p=3: 0.816497
SNR factor, clean cue, p=13: 0.802129
SNR factor, clean cue, p=101: 0.798425
SNR factor, clean cue, p=1001: 0.797939
SNR factor, clean cue, p=10001: 0.797890
Coefficient of 1/(p-1), a=1: 0.06831
SNR factor, p=10000, zero weights kept: 0.801052
Equal-SNR test: N=90001, SNR=3.0
Patterns, Hebb / clipped: 10001 / 6367
Storage ratio / limit 2/pi: 0.63664 / 0.63662
Example neurons N / patterns p: 128 / 13
Mean clipped alignment m: 0.225586
SNR Hebb / clipped, a=1: 3.2532 / 2.6095
SNR factor in example, a=1: 0.80213
SNR Hebb / clipped, a=0.8: 2.5644 / 2.0677
SNR factor in example, a=0.8: 0.80633
Simulated networks: 1000
Simulated SNR Hebb / clipped: 3.2492 / 2.6049
Exact error Hebb / clipped: 5.671e-04 / 4.932e-03
Gaussian error Hebb / clipped: 5.706e-04 / 4.534e-03
Simulated error Hebb / clipped: 5.763e-04 / 5.073e-03
Cell conductance on / off: 20.0 / 1.0 uS
Read voltage: 0.10 V
Current per unit weight: 1.900 uA
Mean signal current: 54.43 uA
Pattern-noise current (std): 20.86 uA
Relative cell spread on / off: 10 / 30 %
SNR with cell spread: 2.5941
SNR loss from cell spread: 0.592 %
Stuck-cell fraction: 1.0 %
SNR with stuck cells: 2.5956
SNR loss from stuck cells: 0.531 %
Temperature: 300 K
Read bandwidth: 10 MHz
Thermal-noise current (rms): 21.02 nA
Full-shot-noise current (rms): 29.23 nA
SNR loss from thermal plus shot noise: 1.49e-04 %
Wire resistance per segment: 1.0 ohm
One-network SNR without wire resistance: 2.5717
Same network SNR with wire resistance: 2.5551
SNR change from wires: -0.646 %
Output gain with wires, min / max: 0.8630 / 0.9454
Output signs changed by wires: 0.000 %
checks complete
```
